# Simultaneous First-Order Condensation of Three Trilinearly Coupled Modes

## Three equal amplitudes

Three lattice modes have real amplitudes $Q_1,Q_2,Q_3$, uniform through the crystal. Each has the energy $aQ^2/2+bQ^4/4$, and they are coupled through their product. The free energy per cell is

$$F=\frac a2\sum_iQ_i^2+\frac b4\sum_iQ_i^4-gQ_1Q_2Q_3,\qquad b>0,\quad g>0 .$$

The factor $1/2$ fixes the meaning of the stiffness: $a$ is the curvature of $F$ at the origin. The sign of the last term is a convention, since replacing $Q_1$ by $-Q_1$ reverses it. The coefficient $a$ is lowered from positive values, as by cooling, while $b$ and $g$ are held fixed.

Suppose first that the three amplitudes share one value $s\ge0$. Then

$$f(s)=F(s,s,s)=\frac{3a}{2}s^2-gs^3+\frac{3b}{4}s^4 .$$

Each mode alone has an even energy, but together they produce a cubic term, and a cubic term can create a second minimum while the origin is still stable. To see when this minimum reaches zero energy, take out $3bs^2/4$:

$$f=\frac{3b}{4}s^2\left[s^2-\frac{4g}{3b}s+\frac{2a}{b}\right].$$

Half the coefficient of $s$ in the bracket is $2g/(3b)$. Adding and subtracting its square, $4g^2/(9b^2)$, gives

$$f(s)=\frac{3b}{4}s^2\left[\left(s-\frac{2g}{3b}\right)^2+\frac{2}{b}(a-a_c)\right],\qquad a_c=\frac{2g^2}{9b}. \tag{1}$$

For $a>a_c$ the bracket is positive, so $s=0$ has the lowest energy on this line. At $a=a_c$ the energy also vanishes at

$$s_c=\frac{2g}{3b}. \tag{2}$$

Just below $a_c$ the energy at $s_c$ is negative. The amplitude jumps from $0$ to $s_c$ while the curvature at the origin is still $a_c>0$.

This is a proof on one line of a three-dimensional space. A state with unequal amplitudes might reach zero energy earlier, at a larger $a$. Two different arguments exclude that.

## First derivation: a lower bound on the energy

Let $x_i=Q_i^2$, and let $s$ now denote the root-mean-square amplitude of an arbitrary state, so that $x_1+x_2+x_3=3s^2$. The quadratic energy is then $3as^2/2$, whatever the individual amplitudes are.

For the quartic energy, expand the squares of the differences:

$$3\sum_ix_i^2-\Big(\sum_ix_i\Big)^2=\sum_{i<j}(x_i-x_j)^2\ge0 .$$

Since $(\sum x_i)^2=9s^4$, this gives $\sum Q_i^4\ge3s^4$, with equality when all $x_i$ are equal.

For the product, use the identity

$$u^3+v^3+w^3-3uvw=\tfrac12(u+v+w)\left[(u-v)^2+(v-w)^2+(w-u)^2\right]$$

with $u,v,w$ the non-negative cube roots of $x_1,x_2,x_3$. The right side is not negative, so $3s^2\ge3(x_1x_2x_3)^{1/3}$. Cubing and taking the square root gives $|Q_1Q_2Q_3|\le s^3$.

The quartic term is therefore at least $3bs^4/4$, and the coupling term is at least $-gs^3$. Together,

$$F(Q_1,Q_2,Q_3)\ge f(s). \tag{3}$$

For $s>0$, equality requires equal magnitudes and a positive product. Equations (1) and (3) settle the question:

- For $a>a_c$, every non-zero state has $F\ge f(s)>0$, so the origin is the unique global minimum.
- For $a=a_c$, $F\ge0$, and the non-zero states with $F=0$ have $|Q_1|=|Q_2|=|Q_3|=s_c$ and a positive product.
- For $a<a_c$, $f(s_c)<0$. The global minimum is non-zero and, by the equality condition, has three equal magnitudes.

All three modes therefore condense at the same value of $a$, discontinuously. A positive product allows either no negative sign or two, which gives four equivalent states. Reversing one amplitude, for example the polar one, keeps the energy unchanged when one other amplitude reverses too.

The bound also gives the barrier at the transition. Any continuous path from the origin to a condensed state must pass through $s=s_c/2$. At $a=a_c$ the energy there is at least

$$f\!\left(\frac{s_c}{2}\right)=\frac{3b}{4}\left(\frac{s_c}{2}\right)^4=\frac{3b}{64}\,\frac{16g^4}{81b^4}=\frac{g^4}{108b^3}. \tag{4}$$

On the straight path with equal amplitudes, $f=(3b/4)s^2(s-s_c)^2$. Its maximum between the two zeros is where $s(s_c-s)$ is largest, at $s_c/2$. That path reaches the bound, so (4) is the lowest barrier for uniform motion of the three modes.

## Second derivation: all stationary states

The second argument compares no arbitrary states. It finds every point where the forces vanish, for $a>0$, and then compares their energies. A global minimum exists because the quartic energy outgrows the cubic coupling at large amplitude, and it must be one of these points.

Differentiate $F$ with respect to $Q_1$, set the result to zero, and multiply by $Q_1$. Doing the same for the other modes gives

$$Q_i^2(a+bQ_i^2)=gQ_1Q_2Q_3,\qquad i=1,2,3. \tag{5}$$

The right side is the same for all three modes. The left side is $ax_i+bx_i^2$, whose derivative $a+2bx_i$ is positive for $x_i\ge0$. It takes each value once, so the three $x_i$ are equal. If one amplitude vanishes, all vanish: for $a>0$ there is no stationary state in which one or two modes condense alone.

For a non-zero state of common magnitude $s$, the left side of (5) is positive, so the product is $+s^3$. Dividing by $s^2$,

$$a+bs^2=gs,\qquad s_\pm=\frac{g\pm\sqrt{g^2-4ab}}{2b}. \tag{6}$$

These states exist for $a\le g^2/(4b)$. To find their energy, substitute $a=gs-bs^2$ into $f$:

$$f=\frac32gs^3-\frac32bs^4-gs^3+\frac34bs^4=\frac{s^3}{4}(2g-3bs). \tag{7}$$

The energy is positive for $s<2g/(3b)$ and negative for $s>2g/(3b)$. The smaller root obeys $s_-\le g/(2b)<2g/(3b)$, so it never competes with the origin. The larger root decreases steadily from $g/b$, as $a\to0$, to $g/(2b)$ at $a=g^2/(4b)$. It passes $2g/(3b)$ once, and (6) gives the stiffness there:

$$a=g\,\frac{2g}{3b}-b\,\frac{4g^2}{9b^2}=\frac{6g^2-4g^2}{9b}=\frac{2g^2}{9b}.$$

This is the same threshold, with the same jump.

The second derivatives show which states are stable. In the state with three positive amplitudes, each diagonal element is $a+3bs^2$ and each off-diagonal element is $-gs$. A common change of all amplitudes has the eigenvalue $a+3bs^2-2gs$. The two changes that leave the sum of amplitudes fixed have $a+3bs^2+gs$. With $a=gs-bs^2$ these become

$$\lambda_1=2bs^2-gs,\qquad \lambda_2=\lambda_3=2bs^2+2gs .$$

The root $s_+>g/(2b)$ is a minimum, and $s_-<g/(2b)$ is a saddle. At $a_c$ the condensed state has $\lambda_1=2g^2/(9b)=a_c$ and $\lambda_2=\lambda_3=20g^2/(9b)=10a_c$. The numerical output lists these eigenvalues as 0.222, 2.222 and 2.222. Its label says that they are divided by $a_c$, but the values are in units of $g^2/b$; division by $2/9$ gives 1, 10 and 10.

Three values of $a$ must be kept apart. On cooling, the origin stays locally stable down to $a=0$. On heating, the condensed state survives up to $g^2/(4b)=9a_c/8$. The energies are equal at $a_c$, between these limits, and a measurement with hysteresis need not switch there.

The count of stationary states was tested with $b=g=1$ by root searches from 350 random starting points. They found nine states at $a=0.1$ and at $a=2/9$, namely the origin, four saddles and four minima, and the origin alone at $a=0.26$, above the limit $1/4$.

## What each derivation assumes

Both need equal stiffnesses and equal quartic coefficients, but they use them differently. Write the energy of one mode as $u(x)$ with $x=Q^2$; here $u=ax/2+bx^2/4$.

The first derivation rests on the convexity of $u$: at fixed $\sum x_i$, equal sharing costs least. It places no condition on the sign of $a$, so the global minimum keeps equal magnitudes even for $a<0$. It says nothing about metastable states.

The second rests on $xu'(x)$ being an increasing function, because stationarity reads $2x_iu'(x_i)=gQ_1Q_2Q_3$. For $a<0$ this fails, and new stationary states appear, such as $Q_1^2=-a/b$ with $Q_2=Q_3=0$. In return, the argument can survive where convexity does not. Add $hQ^6/6$ with $h>0$ and let $b$ be negative. Then $u$ is not convex at small $x$, but

$$\frac{d}{dx}(xu')=\frac a2+bx+\frac{3h}{2}x^2$$

stays positive if $b^2<3ah$. The magnitudes are still equal, though the threshold is no longer $a_c$.

A biquadratic coupling $\frac c2\sum_{i<j}x_ix_j$ suits the first method. Since $2\sum_{i<j}x_ix_j=(\sum x_i)^2-\sum x_i^2$, the whole quartic energy is

$$\frac{b-c}{4}\sum_ix_i^2+\frac c4\Big(\sum_ix_i\Big)^2\ge\frac{3(b-c)+9c}{4}s^4=\frac{3(b+2c)}{4}s^4$$

for $c<b$. If also $b+2c>0$, the earlier proof holds with $b$ replaced by $b+2c$, and

$$a_c=\frac{2g^2}{9(b+2c)} .$$

## When one mode is softer

Let modes 1 and 2 have stiffness $a$ and mode 3 the smaller stiffness $a-D$. Mode 3 would become unstable by itself at $a=D$. The transition is still simultaneous if a joint state has reached zero energy before that.

At $a=D$ the stiffnesses are $D,D,0$. Put $Q_1^2+Q_2^2=2q^2$ and $|Q_3|=r$. At fixed $q$, equal magnitudes of $Q_1$ and $Q_2$ give the smallest quartic energy and the largest product, so the lowest energy is

$$Dq^2+\frac b2q^4+\frac b4r^4-gq^2r .$$

For $q>0$ this is negative when

$$D<gr-\frac b2q^2-\frac{br^4}{4q^2}.$$

The two subtracted terms have the fixed product $b^2r^4/8$, so their sum is least when they are equal, and is then $br^2/\sqrt2$. The remaining function $gr-br^2/\sqrt2$ is largest at $r=g/(\sqrt2\,b)$. The condition becomes

$$D<D_{\max}=\frac{g^2}{2\sqrt2\,b}. \tag{8}$$

If (8) holds, a state of negative energy exists at $a=D$, so it reached zero energy at some larger $a$, where all three stiffnesses were positive. With positive stiffnesses, zero energy in a non-zero state requires $gQ_1Q_2Q_3>0$, hence three non-zero amplitudes: the modes jump together.

If $D>D_{\max}$, the origin is still the global minimum at $a=D$. Just below, mode 3 has a small negative stiffness and grows continuously as $|Q_3|=\sqrt{(D-a)/b}$. The other two modes then have the stiffnesses $a\pm g|Q_3|$, still positive for small $Q_3$, so they remain at zero. As $a$ falls further, $a-g|Q_3|$ changes sign before $a$ reaches zero, so the other two modes condense there at the latest. The condensation is successive, but the second step is usually an earlier jump. With $r_0^2=(D-a)/b$, the energy relative to the state $(0,0,r_0)$ is $aq^2+\frac b2q^4+\frac b4(r^2-r_0^2)^2-gq^2r$. The argument that led to (8) makes it negative when $a<gr-b|r^2-r_0^2|/\sqrt2$. While $r_0<g/(\sqrt2\,b)$ the right side is largest at $r=g/(\sqrt2\,b)$, so modes 1 and 2 jump from zero at $a=D_{\max}+(D-a)/\sqrt2$. This holds for $D<(2+\sqrt2)D_{\max}$. At $D=1.02\,D_{\max}$, for example, $|Q_3|$ has grown only to $0.06\,g/b$ when the state jumps to amplitudes $0.59$, $0.59$ and $0.71\,g/b$.

## Numbers on the scale of a hafnia capacitor

Take a 12-atom cell of volume $V=0.134$ nm³, $b=15000$ eV/nm⁴ and $g=1800$ eV/nm³. The amplitude $Q$ is the root of the summed squared oxygen displacements in a cell, and the polar mode carries the charge $Ze=5e$. These are round parameters, not a fit. Then

$$a_c=\frac{2(1800)^2}{9(15000)}=48.0\ \text{eV/nm}^2,\qquad s_c=\frac{2(1800)}{3(15000)}=0.080\ \text{nm}.$$

A numerical search over all three amplitudes, without assuming them equal, for the largest $a$ that permits $F=0$ away from the origin, gave the same threshold and three amplitudes of 0.080 nm. The polarization jump is $Zes_c/V=5(0.080)e/0.134$ nm² $=2.99\,e/\text{nm}^2$, or 47.8 μC/cm². The barrier (4) is 28.8 meV per cell, and the condensed state persists up to 54 eV/nm².

**Depolarization.** Consider a short-circuited film of thickness $d=10$ nm with an interface layer of thickness $d_i=0.5$ nm, relative permittivities $\epsilon_b=20$ (film background) and $\epsilon_i=25$ (layer), and no free charge between them. Zero voltage gives $E_i=-E_fd/d_i$. Continuity of the displacement, $\epsilon_0\epsilon_bE_f+P=\epsilon_0\epsilon_iE_i$, then gives

$$E_f=-\frac{P}{\epsilon_0(\epsilon_b+\epsilon_id/d_i)} .$$

The work against this field is quadratic in $P=ZeQ_1/V$ and adds to the polar mode the stiffness

$$\delta=\frac{Z^2e^2}{V\epsilon_0(\epsilon_b+\epsilon_id/d_i)}=6.49\ \text{eV/nm}^2 .$$

To first order, the added energy $\delta s_c^2/2$ must be balanced by a change $3\Delta a\,s_c^2/2$, so $\Delta a=-\delta/3=-2.16$ eV/nm². The full search gives 45.86 eV/nm², a change of $-4.5\,\%$. This holds for an ideal insulating layer. At the full polarization jump $E_f$ is about $-1.04$ MV/cm, so the layer, with $d/d_i=20$, would carry about 21 MV/cm. That is beyond the breakdown field of ordinary oxide layers. In a real film, charge that leaks through or is trapped at the interface would screen part of the polarization and reduce the shift.

**Working field.** A field of 1 MV/cm exerts the force $\phi=5\times0.1=0.5$ eV/nm on the polar amplitude. In a domain aligned with it, the first-order balance $\phi s_c=3\Delta a\,s_c^2/2$ gives $\Delta a=2\phi/(3s_c)=4.17$ eV/nm². The numerical threshold, 52.02 eV/nm², is higher than $a_c$ by 4.02, or $8.4\,\%$. The transition is then no longer strictly simultaneous: the field already displaces the polar mode, by about $\phi/a=0.01$ nm, before the other two jump from zero. Capacitors are usually driven harder, at 2 to 4 MV/cm. At 3 MV/cm the jump persists and the threshold is 59.4 eV/nm², against 60.5 from the first-order balance.

**Biquadratic coupling.** With $c=0.1b$ the threshold falls to $48/1.2=40$ eV/nm², by $16.7\,\%$.

**Temperature.** At 300 K, $kT=25.85$ meV, so the barrier of a single cell is only $1.11\,kT$. For a severe estimate, let each cell fluctuate independently about the origin, with harmonic variance $\sigma=kT/a$. The quartic term changes $\langle Q_1^2\rangle$ by $-(b/4kT)(15-3)\sigma^3$, from the Gaussian sixth and fourth moments. The coupling, in second order, changes it by $(g^2/2k^2T^2)(3-1)\sigma^4$. Inverting to first order in $kT$,

$$\frac{kT}{\langle Q_1^2\rangle}=a+\frac{3b\,kT}{a}-\frac{g^2kT}{a^2}.$$

At $a_c$ the two corrections are $+24.2$ and $-36.4$ eV/nm², with a net $-12.1$ from unrounded values. Each is comparable with $a_c$ itself, so the expansion has broken down: it gives neither a corrected threshold nor a reliable size of the effect. It also leaves out the condensed states, which a single cell easily reaches over a barrier of $1.11\,kT$. Direct integration of the Boltzmann weight of one cell at $a_c$ and 300 K puts about $38\,\%$ of it beyond $s=s_c/2$ and gives $kT/\langle Q_1^2\rangle\approx12$ eV/nm², far from the $35.9$ of the expansion. Neighbouring cells that move together fluctuate less about each separate state, but $a$, $b$ and $g$ must in any case be read as free-energy coefficients at the working temperature, not as the static energies of one cell. Quantum motion matters less. If only oxygen moves, the definition of $Q$ gives the mode the mass $m$ of one oxygen atom, and $\omega=\sqrt{a_c/m}$ gives $\hbar\omega/kT=0.43$. To leading order the harmonic variance about the origin then grows by the factor $1+(\hbar\omega/kT)^2/12$, about $1.6\,\%$. The condensed state has two modes of stiffness $10a_c$, with $\hbar\omega/kT=1.37$, whose variance grows by about $15\,\%$. In the harmonic estimate the quantum correction raises the condensed state by about 3.6 meV relative to the origin, a shift of the threshold by about $-0.4$ eV/nm².

**The real material.** The polarization chosen here is near the rough value of 50 μC/cm² calculated for a single domain of the polar orthorhombic phase; polycrystalline films usually switch less. The parameters are electrically too soft: the polar mode alone contributes a susceptibility $Z^2e^2/(\epsilon_0Va_c)=70$ at the origin and 28 in the condensed state, on top of $\epsilon_b=20$, whereas ferroelectric hafnia films have a permittivity of roughly 30. The field and depolarization shifts above therefore belong to the model. Hafnia does not satisfy the assumption of equal positive stiffness. In the static energy of its cubic phase, a nonpolar oxygen mode is unstable by itself. In this model, simultaneous condensation survives a softening of one mode by up to $D_{\max}=76.4$ eV/nm², which is $1.59\,a_c$. Beyond that, the first instability lies at $a=D$, more than $59\,\%$ above the equal-stiffness threshold, and involves the soft mode alone. The value 48 eV/nm² therefore belongs to the symmetric model and does not predict the sequence of phases in hafnia.

## Numbers as computed

```
INPUTS (rough hafnia scale)
quartic coefficient b = 15000 eV/nm^4
trilinear coefficient g = 1800 eV/nm^3
cell volume = 0.134 nm^3, mode charge = 5.0 e
MAIN RESULTS
threshold a_c from formula = 48.0000 eV/nm^2
threshold a_c from 3D search = 48.0000 eV/nm^2
amplitude jump from formula = 0.08000 nm
amplitudes from 3D search = 0.08000, 0.08000, 0.08000 nm
polarization jump = 47.8 uC/cm2
barrier per cell at a_c = 28.80 meV
amplitude at barrier = 0.04000 nm
condensed state exists up to a = 54.00 eV/nm^2
Hessian eigenvalues of condensed state / a_c = 0.222, 2.222, 2.222
barrier in units g^4/b^3: search 0.009260, formula 0.009259
LIMITS AND NEGLECTED EFFECTS
largest softening of one mode = 76.37 eV/nm^2
the same divided by a_c = 1.591
film 10 nm, interface layer 0.5 nm
relative permittivity: layer 25, film background 20
depolarizing stiffness of polar mode = 6.49 eV/nm^2
threshold with depolarization = 45.86 eV/nm^2 (-4.5 %)
threshold at 1 MV/cm = 52.02 eV/nm^2 (+8.4 %)
threshold with c = 0.1 b = 40.00 eV/nm^2 (-16.7 %)
kT at 300 K = 25.85 meV
barrier per cell / kT = 1.11
harmonic thermal rms amplitude, one cell = 0.0232 nm
thermal stiffening by b, one cell = 24.2 eV/nm^2
thermal softening by g, one cell = 36.4 eV/nm^2
net thermal change, one cell = -12.1 eV/nm^2
mode quantum (oxygen mass) = 11.2 meV
mode quantum / kT = 0.43
```
